# Why isotopes shift polar phonons but not the harmonic static permittivity: test program

```python
# Result under test: the harmonic static ionic permittivity, written as a sum
# over polar phonons, equals (4 pi/volume) Z^T C^+ Z and contains no masses.
# C: zone-centre force constants at zero macroscopic field (eV/A^2)
# Z: Born charges (units of e), stored as (3 * atoms) x 3, summing to zero
# C^+: inverse of C on the space without rigid translations
# TO, LO: transverse and longitudinal optical phonons; masses in u
# Example: ideal cristobalite network, 2 Si + 4 O per cell, straight links.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq

HB = sc.hbar**2 / (sc.atomic_mass * sc.e * 1e-20)    # hbar^2/u in eV A^2
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10   # e^2/(4 pi eps0), eV A
KB = sc.k / sc.e                                    # eV/K
TO_CM = sc.e / (sc.h * sc.c * 100)                  # eV to 1/cm

# Round model parameters, roughly in the regime of silica
a_lat, k_s, k_t = 7.2, 24.0, 4.0
z_par, z_perp, eps_inf = -3.0, -1.4, 2.1
morse_range, bulk_mod, grueneisen = 1.6, 0.23, 1.0
volume = a_lat**3 / 4
bond = a_lat * np.sqrt(3) / 8
pref = 4 * np.pi * COULOMB / volume


def modes(C, Z, masses):
    """Optical eigenvalues, energies and permittivity tensor of each mode."""
    w = np.repeat(masses, 3) ** -0.5
    lam, vec = eigh(C * np.outer(w, w))
    assert np.max(np.abs(lam[:3])) < 1e-9 and lam[3] > 1e-4
    lam = lam[3:]
    dip = (Z * w[:, None]).T @ vec[:, 3:]
    parts = pref * np.einsum('am,bm->mab', dip, dip) / lam[:, None, None]
    return lam, np.sqrt(HB * lam), parts


def static_response(C, Z):
    """Relax the atoms in a field with atom 0 pinned; no masses are used."""
    u = np.zeros_like(Z)
    u[3:] = np.linalg.solve(C[3:, 3:], Z[3:])
    return pref * Z.T @ u, u


def bands(energies, weights):
    """Merge degenerate modes and keep the polar ones."""
    out = []
    for h, s in zip(energies, weights):
        if out and h - out[-1][0] < 1e-7:
            out[-1][1] += s
        else:
            out.append([h, s])
    return np.array([b for b in out if b[1] > 1e-6])


# General test: random stable crystal without symmetry, two sets of masses
rng = np.random.default_rng(4)
n_at = 4
shift = np.tile(np.eye(3), (n_at, 1))
proj = np.eye(3 * n_at) - shift @ shift.T / n_at
A = rng.normal(size=(3 * n_at, 3 * n_at))
C_r = proj @ (A @ A.T + np.eye(3 * n_at)) @ proj
Z_r = proj @ rng.normal(size=(3 * n_at, 3))
m1, m2 = rng.uniform(1, 40, n_at), rng.uniform(1, 40, n_at)
ref = static_response(C_r, Z_r)[0]
for m in (m1, m2):
    assert np.allclose(modes(C_r, Z_r, m)[2].sum(0), ref, rtol=1e-8, atol=1e-8)
# Without charge neutrality the optical sum must depend on the masses
Z_bad = Z_r + 0.5 * shift
bad = [modes(C_r, Z_bad, m)[2].sum(0) for m in (m1, m2)]
assert np.max(np.abs(bad[0] - bad[1])) > 1e-3

# Cristobalite cell: atoms 0, 1 are Si and atoms 2 to 5 are O
dirs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 3**0.5
C = np.zeros((18, 18))
Z = np.zeros((18, 3))
for j, n in enumerate(dirs):
    along = np.outer(n, n)
    across = np.eye(3) - along
    o = slice(3 * (j + 2), 3 * (j + 3))
    Z[o] = z_par * along + z_perp * across
    for si in (slice(0, 3), slice(3, 6)):
        K = k_s * along + k_t * across
        C[o, o] += K
        C[si, si] += K
        C[o, si] -= K
        C[si, o] -= K
Z[0:3] = Z[3:6] = -sum(Z[3 * s:3 * s + 3] for s in range(2, 6)) / 2


def ionic_from_chi(chi_perp, chi_par):
    return pref * 4 / 3 * (z_par**2 * chi_par + 2 * z_perp**2 * chi_perp)


part_stretch = ionic_from_chi(0, 1 / (2 * k_s))
part_across = ionic_from_chi(1 / (2 * k_t), 0)
closed = part_stretch + part_across
relaxed, u_pin = static_response(C, Z)
assert np.allclose(relaxed, closed * np.eye(3), atol=1e-10)

print(f"lattice constant {a_lat} A, Si-O bond {bond:.4f} A")
print(f"cell volume {volume:.3f} A^3")
print(f"k_s {k_s}, k_t {k_t} eV/A^2")
print(f"O charges along {z_par}, across {z_perp} e")
print(f"Si charge {Z[0, 0]:.4f} e; eps_inf {eps_inf}")
print(f"4 pi e^2/volume = {pref:.5f} eV/A^2")
print(f"ionic part from stretch {part_stretch:.5f}")
print(f"ionic part from transverse springs {part_across:.5f}")
print(f"ionic permittivity, closed form {closed:.5f}")
print(f"ionic permittivity, relaxed atoms {relaxed[2, 2]:.5f}")
print(f"static permittivity {eps_inf + closed:.5f}")

sets = {'16O,28Si': [28, 28, 16, 16, 16, 16],
        '18O,28Si': [28, 28, 18, 18, 18, 18],
        '16O,30Si': [30, 30, 16, 16, 16, 16],
        'one 18O': [28, 28, 18, 16, 16, 16]}
low, high, zero_point = {}, {}, {}
C_lo = C + pref / eps_inf * np.outer(Z[:, 2], Z[:, 2])
for name, masses in sets.items():
    m = np.array(masses, float)
    m3 = np.repeat(m, 3)
    lam, hw, parts = modes(C, Z, m)
    total = parts.sum(0)
    assert np.allclose(total, relaxed, atol=1e-9)
    # Total oscillator strength does depend on the masses
    strength = np.einsum('m,mab->ab', lam, parts)
    assert np.allclose(strength, pref * Z.T @ (Z / m3[:, None]), atol=1e-9)
    # Driven motion between the bands against the sum of resonances
    w2 = 0.08**2 / HB
    driven = pref * Z.T @ np.linalg.solve(C - w2 * np.diag(m3), Z)
    lorentz = np.einsum('m,mab->ab', lam / (lam - w2), parts)
    assert np.allclose(driven, lorentz, atol=1e-7)
    # Longitudinal to transverse frequency product
    lam_lo, hw_lo, parts_lo = modes(C_lo, Z, m)
    product = np.prod(lam_lo / lam)
    assert abs(product - (eps_inf + closed) / eps_inf) < 1e-8
    b = bands(hw, np.trace(parts, axis1=1, axis2=2) / 3)
    zero_point[name] = hw.sum() / 2
    print(f"[{name}] ionic permittivity, mode sum {total[2, 2]:.5f}")
    print(f"  strength sum {strength[2, 2]*HB:.6f} eV^2")
    if name == 'one 18O':
        assert len(b) > 2
        print(f"  number of polar TO energies {len(b)}")
        continue
    assert len(b) == 2
    low[name], high[name] = b[0, 0], b[1, 0]
    a2, b2, r = 2 * k_s, 2 * k_t, 2 * m[2] / (3 * m[0])
    x = np.sort(np.roots([1, -(a2 + b2 + r * (a2 + 2 * b2)),
                          a2 * b2 * (1 + 3 * r)]).real)
    assert np.allclose(np.sqrt(HB * x / m[2]), b[:, 0], atol=1e-9)
    lo = bands(hw_lo, parts_lo[:, 2, 2])
    assert len(lo) == 2
    print(f"  TO {b[0, 0]:.6f}, {b[1, 0]:.6f} eV")
    print(f"  TO {b[0, 0]*TO_CM:.1f}, {b[1, 0]*TO_CM:.1f} 1/cm")
    print(f"  shares {b[0, 1]:.5f}, {b[1, 1]:.5f}")
    print(f"  LO {lo[0, 0]:.6f}, {lo[1, 0]:.6f} eV")
    print(f"  product of (LO/TO)^2 {product:.5f}")

light, heavy = '16O,28Si', '18O,28Si'
print(f"18O shift, low TO {100*(low[heavy]/low[light]-1):.3f} %")
print(f"18O shift, high TO {100*(high[heavy]/high[light]-1):.3f} %")

# Same drop of the low band, produced by softer springs at fixed masses
soft = (low[heavy] / low[light])**2
m16 = np.array(sets[light], float)
_, hw_s, parts_s = modes(soft * C, Z, m16)
b_s = bands(hw_s, np.trace(parts_s, axis1=1, axis2=2) / 3)
assert abs(b_s[0, 0] - low[heavy]) < 1e-9
assert parts_s.sum(0)[2, 2] > closed * 1.01
print(f"spring factor for same low-TO drop {soft:.5f}")
print(f"ionic permittivity, softer springs {parts_s.sum(0)[2, 2]:.5f}")

# First mass-dependent term at finite frequency, fixed centre of mass
m3 = np.repeat(m16, 3)
centre = (m3[:, None] * u_pin).reshape(6, 3, 3).sum(0) / m16.sum()
u0 = u_pin - np.tile(centre, (6, 1))
slope = pref * (u0.T @ (m3[:, None] * u0))[2, 2] / HB
probe = 0.005
exact = pref * Z.T @ np.linalg.solve(C - probe**2 / HB * np.diag(m3), Z)
assert abs((exact[2, 2] - closed) / (slope * probe**2) - 1) < 0.02
photon = sc.h * 100e9 / sc.e
print(f"100 GHz photon {photon:.3e} eV")
print(f"permittivity rise at 100 GHz {slope*photon**2:.2e}")


def thermal_chi(H, coords, temps):
    """Static thermal susceptibility (A^2/eV) of each coordinate.

    H is given on position points; coords hold the values at the points."""
    E, W = eigh(H)
    E = E - E[0]
    gap = np.abs(E[:, None] - E)
    lower = np.minimum(E[:, None], E)
    squares = [(W.T @ (g[:, None] * W))**2 for g in coords]
    result = []
    for T in temps:
        beta = 1 / (KB * T)
        kern = np.where(gap > 1e-10,
                        -np.expm1(-beta * gap) / np.maximum(gap, 1e-10), beta)
        kern = kern * np.exp(-beta * lower) / np.exp(-beta * E).sum()
        result.append([np.sum(kern * s) for s in squares])
    return np.array(result)


# Harmonic quantum motion solved on a uniform position grid:
# the susceptibility must be the inverse spring constant for both masses
grid = np.linspace(-0.5, 0.5, 81)
step = grid[1] - grid[0]
d = np.subtract.outer(np.arange(81), np.arange(81))
kinetic = np.where(d == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(d) / np.maximum(d**2, 1))
for mass in (16, 18):
    for k in (2 * k_t, 2 * k_s):
        H1 = HB / (2 * mass * step**2) * kinetic + np.diag(k * grid**2 / 2)
        chi = thermal_chi(H1, [grid], (100, 300))
        assert np.allclose(chi, 1 / k, rtol=1e-5)


def cage(mass, n, temps, anharmonic):
    """Susceptibility of O between two fixed Si, (across, along) the link.

    Harmonic energy is exact in the oscillator basis; only the anharmonic
    remainder of the potential is evaluated by quadrature."""
    pts, ham = [], []
    i = np.arange(n)
    for k in (2 * k_t, 2 * k_t, 2 * k_s):
        hw = np.sqrt(HB * k / mass)
        x = np.diag(np.sqrt(i[1:] * HB / (2 * mass * hw)), 1)
        q, U = eigh(x + x.T)
        pts.append(q)
        ham.append(U.T @ np.diag(hw * (i + 0.5)) @ U)
    one = np.eye(n)
    H = (np.kron(np.kron(ham[0], one), one)
         + np.kron(np.kron(one, ham[1]), one)
         + np.kron(np.kron(one, one), ham[2]))
    X, Y, S = [g.ravel() for g in np.meshgrid(*pts, indexing='ij')]
    if anharmonic:
        depth = k_s / (2 * morse_range**2)
        remainder = -k_s * S**2
        for sign in (1, -1):
            r = np.sqrt((bond + sign * S)**2 + X**2 + Y**2)
            remainder += depth * (1 - np.exp(-morse_range * (r - bond)))**2
        H = H + np.diag(remainder)
    return thermal_chi(H, (X, S), temps)


# Harmonic limit of the three-dimensional basis.
# The tolerance covers thermal weight cut off by the finite basis.
for mass in (16, 18):
    for chi in cage(mass, 9, (100, 300), False):
        assert np.allclose(chi, [1 / (2 * k_t), 1 / (2 * k_s)], rtol=1e-4)

# Anharmonic motion brings back a small mass dependence
change = {}
for n in (9, 11):
    eps_c = {mass: [ionic_from_chi(*c) for c in cage(mass, n, (300, 400), True)]
             for mass in (16, 18)}
    change[n] = eps_c[18][0] / eps_c[16][0] - 1
assert abs(change[11] - change[9]) < 1e-4
assert abs(change[11]) < 0.01
print(f"Morse range parameter {morse_range} 1/A")
print(f"anharmonic ionic part, 16O, 300 K {eps_c[16][0]:.5f}")
print(f"anharmonic ionic part, 18O, 300 K {eps_c[18][0]:.5f}")
print(f"anharmonic ionic part, 16O, 400 K {eps_c[16][1]:.5f}")
print(f"anharmonic 18O change, 300 K {100*change[11]:.4f} %")
print(f"  shift, basis 9 to 11 {100*(change[11]-change[9]):.1e} %")

# Zero-point pressure balanced against elastic energy
vol_rel = {}
for name in (light, heavy):
    e0 = zero_point[name]
    vol_rel[name] = brentq(lambda v: bulk_mod * volume * (v - 1)
                           - grueneisen * e0 * v**(-grueneisen - 1), 0.9, 1.3)
dv = vol_rel[heavy] / vol_rel[light] - 1
d_eps = (1 + dv)**(2 * grueneisen - 1) - 1
print(f"bulk modulus {bulk_mod} eV/A^3, Grueneisen {grueneisen}")
print(f"zero-point energy 16O {zero_point[light]:.5f} eV/cell")
print(f"zero-point energy 18O {zero_point[heavy]:.5f} eV/cell")
print(f"18O volume change {100*dv:.4f} %")
print(f"ionic part change from volume {100*d_eps:.4f} %")
print(f"electron/16O mass ratio {sc.m_e/(16*sc.atomic_mass):.2e}")
print("OK")
```

Printed output:

```
lattice constant 7.2 A, Si-O bond 1.5588 A
cell volume 93.312 A^3
k_s 24.0, k_t 4.0 eV/A^2
O charges along -3.0, across -1.4 e
Si charge 3.8667 e; eps_inf 2.1
4 pi e^2/volume = 1.93921 eV/A^2
ionic part from stretch 0.48480
ionic part from transverse springs 1.26695
ionic permittivity, closed form 1.75175
ionic permittivity, relaxed atoms 1.75175
static permittivity 3.85175
[16O,28Si] ionic permittivity, mode sum 1.75175
  strength sum 0.017385 eV^2
  TO 0.056087, 0.133621 eV
  TO 452.4, 1077.7 1/cm
  shares 0.94448, 0.80727
  LO 0.063951, 0.158710 eV
  product of (LO/TO)^2 1.83417
[18O,28Si] ionic permittivity, mode sum 1.75175
  strength sum 0.016415 eV^2
  TO 0.053550, 0.128480 eV
  TO 431.9, 1036.3 1/cm
  shares 0.91657, 0.83518
  LO 0.060788, 0.153284 eV
  product of (LO/TO)^2 1.83417
[16O,30Si] ionic permittivity, mode sum 1.75175
  strength sum 0.016807 eV^2
  TO 0.055674, 0.132197 eV
  TO 449.0, 1066.2 1/cm
  shares 0.96034, 0.79141
  LO 0.063644, 0.156616 eV
  product of (LO/TO)^2 1.83417
[one 18O] ionic permittivity, mode sum 1.75175
  strength sum 0.017142 eV^2
  number of polar TO energies 6
18O shift, low TO -4.522 %
18O shift, high TO -3.848 %
spring factor for same low-TO drop 0.91160
ionic permittivity, softer springs 1.92162
100 GHz photon 4.136e-04 eV
permittivity rise at 100 GHz 5.91e-05
Morse range parameter 1.6 1/A
anharmonic ionic part, 16O, 300 K 1.74740
anharmonic ionic part, 18O, 300 K 1.74714
anharmonic ionic part, 16O, 400 K 1.74471
anharmonic 18O change, 300 K -0.0148 %
  shift, basis 9 to 11 3.9e-05 %
bulk modulus 0.23 eV/A^3, Grueneisen 1.0
zero-point energy 16O 0.57456 eV/cell
zero-point energy 18O 0.55331 eV/cell
18O volume change -0.0876 %
ionic part change from volume -0.0876 %
electron/16O mass ratio 3.43e-05
OK
```
